**Acoustic sum rule of Born effective charges on finite k-meshes**

The program tests the identity $\sum_\kappa Z^*_{\kappa,\alpha\beta}=(2/N_k)\sum_{\mathbf k}\sum_n\partial\pi_{n\beta}/\partial k_\alpha$ for neutral cells with doubly occupied bands. Here $Z^*_\kappa$ is the Born effective charge of ion $\kappa$, $N_k$ is the number of k-points, and $\boldsymbol\pi_n$ is the mean momentum of Bloch state $n$. For a self-consistent one-dimensional crystal, it asserts that the linear-response charges add up to the finite-difference band curvatures on every mesh used, and that the potential responds rigidly to a common displacement of the ions. It also asserts that Fourier coefficients of the band reproduce the four-point residue, and that their decay rate agrees within 5% with the branch point at complex $k$. The output shows the sum falling from $-0.93$ on two k-points to $-8\times10^{-6}$ on twelve. Berry-phase charges from finite displacements add up to zero within numerical error on only four k-points, and their extrapolated value agrees with linear response. A two-dimensional model with nonlocal potentials confirms the tensor identity and shows that band curvatures alone do not give the residue there. Very small plane-wave bases leave a residue even on a 48-point mesh.

## Numerical verification

```python
"""Acoustic sum rule of Born effective charges on finite k-meshes.

Result under test (Hartree atomic units, electron charge -1, spin-paired):
    sum_ions Z*[alpha,beta] = (2/Nk) sum_k sum_occ d pi_beta / d k_alpha
where Z* comes from linear response with true k-derivatives, and
pi = <psi|p|psi> is the mean momentum of a Bloch state. For a local potential
pi = dE/dk, and the right side is a mesh sum of band curvatures. It vanishes
for the zone integral, but in general not for a finite mesh.

Model 1: one dimension, two Gaussian ions, one filled band, and a
self-consistent local mean field  coupling * n(x).
Model 2: two dimensions, oblique cell, nonlocal potentials, two occupied bands.
"""
import numpy as np
from scipy.optimize import brentq

# ---------------- Model 1: self-consistent crystal in one dimension ----------
a = 6.0                              # lattice constant, bohr
depth = np.array([1.2, 0.6])         # well depths, hartree
width = 0.7                          # Gaussian width, bohr
tau0 = np.array([0.0, 2.4])          # ion positions, bohr
ion_charge = np.array([1.0, 1.0])
coupling = 0.5                       # mean-field strength, hartree*bohr
m = 12                               # plane waves G = -m..m times 2 pi/a
G = 2 * np.pi / a * np.arange(-m, m + 1)
M = 4 * m + 1                        # grid that integrates all products exactly
x = a * np.arange(M) / M
dx = a / M
waves = np.exp(1j * np.outer(x, G)) / np.sqrt(a)
G_all = 2 * np.pi / a * np.arange(-2 * m, 2 * m + 1)


def ion_potential(ion, position, derivative=False):
    """Potential of one ion sublattice, or its derivative by ion position."""
    coef = -depth[ion] * np.sqrt(2 * np.pi) * width / a \
        * np.exp(-0.5 * (G_all * width) ** 2)
    if derivative:
        coef = -1j * G_all * coef
    return (np.exp(1j * np.outer(x - position, G_all)) @ coef).real


def hamiltonians(V, k):
    Vmat = waves.conj().T @ (V[:, None] * waves) * dx
    H = np.repeat(Vmat[None].astype(complex), len(k), axis=0)
    d = np.arange(len(G))
    H[:, d, d] += 0.5 * (k[:, None] + G) ** 2
    return H


def mesh(N, shift=0.0):
    return 2 * np.pi / (a * N) * (np.arange(N) - N // 2 + shift)


def scf(k, tau):
    V_ext = ion_potential(0, tau[0]) + ion_potential(1, tau[1])
    n = np.full(M, 2.0 / a)
    for _ in range(600):
        E, C = np.linalg.eigh(hamiltonians(V_ext + coupling * n, k))
        u = C[:, :, 0] @ waves.T
        n_new = 2 * np.mean(np.abs(u) ** 2, axis=0)
        change = np.max(np.abs(n_new - n))
        if change < 1e-12:
            break
        n = 0.5 * n + 0.5 * n_new
    assert change < 1e-12
    return V_ext + coupling * n, E, C


def response_charges(k, tau):
    """Self-consistent linear response with exact k-derivatives."""
    V, E, C = scf(k, tau)
    N = len(k)
    u = np.einsum('xg,kgn->kxn', waves, C)
    T = u[:, :, :1].conj() * u[:, :, 1:]          # valence* times empty
    denom = E[:, :1] - E[:, 1:]
    chi = 4 / N * np.einsum('kxc,kyc->xy', T / denom[:, None, :],
                            T.conj(), optimize=True).real
    kinetic_p = np.einsum('kgc,kg,kg->kc', C[:, :, 1:].conj(),
                          k[:, None] + G, C[:, :, 0])
    k_amp = kinetic_p / denom
    Z, dV_sum = [], np.zeros(M)
    for ion in range(2):
        bare = ion_potential(ion, tau[ion], True)
        dV = np.linalg.solve(np.eye(M) - coupling * chi * dx, bare)
        dV_sum += dV
        tau_amp = np.einsum('kxc,x->kc', T.conj(), dV) * dx / denom
        moved = 2 / N * np.sum(2 * (k_amp.conj() * tau_amp).imag)
        Z.append(ion_charge[ion] - moved)
    return np.array(Z), V, dV_sum, E


def curvature_sum(V, k, keep=m, h=2e-3):
    """2 * mesh mean of d2E/dk2 by finite differences, with |G index| <= keep."""
    s = slice(m - keep, m + keep + 1)
    total = 0.0
    for step, weight in zip((-2, -1, 0, 1, 2), (-1, 16, -30, 16, -1)):
        H = hamiltonians(V, k + step * h)[:, s, s]
        total += weight * np.linalg.eigvalsh(H)[:, 0].mean()
    return 2 * total / (12 * h * h)


print(f"1D: a = {a:.1f} bohr, ions at {tau0[0]:.1f}, {tau0[1]:.1f} bohr")
print(f"depths {depth[0]:.1f}, {depth[1]:.1f} hartree; width {width:.1f} bohr")
print(f"ion charges {ion_charge[0]:.0f}, {ion_charge[1]:.0f} e; "
      f"coupling {coupling:.1f} hartree*bohr; {len(G)} plane waves")
print("response charges in e; curv = 2*mean d2E/dk2 (a.u.)")
print(" N     Z*_A       Z*_B       sum        curv")
results, potentials = {}, {}
freq = 2 * np.pi * np.fft.fftfreq(M, d=dx)
for N in (2, 3, 4, 6, 8, 12, 16):
    Z, V, dV_sum, E = response_charges(mesh(N), tau0)
    curv = curvature_sum(V, mesh(N))
    V_slope = np.fft.ifft(1j * freq * np.fft.fft(V)).real
    assert np.max(np.abs(dV_sum + V_slope)) < 1e-8   # potential moves rigidly
    assert abs(Z.sum() - curv) < 2e-6
    results[N], potentials[N] = Z, V
    print(f"{N:2d} {Z[0]:10.6f} {Z[1]:10.6f} {Z.sum():10.6f} {curv:10.6f}")
assert abs(results[12].sum()) < 1e-2 * abs(results[2].sum())
gap = E[:, 1].min() - E[:, 0].max()
assert gap > 0
print(f"band gap on the N=16 mesh: {gap:.4f} hartree")

Z_shift, V_shift, _, _ = response_charges(mesh(4, 0.5), tau0)
assert abs(Z_shift.sum() - curvature_sum(V_shift, mesh(4, 0.5))) < 2e-6
assert Z_shift.sum() * results[4].sum() < 0
print(f"N=4 shifted by half a step: sum = {Z_shift.sum():.6f} e")

# Single k-point curvatures on the N = 4 mesh
V4 = potentials[4]
for kk in mesh(4):
    c = curvature_sum(V4, np.array([kk])) / 2
    print(f"N=4: k = {kk:8.5f} 1/bohr, d2E/dk2 = {c:10.6f} a.u.")

# Fourier coefficients of the band predict the residue of the coarse mesh
N_dense = 96
k_dense = mesh(N_dense)
E_dense = np.linalg.eigvalsh(hamiltonians(V4, k_dense))[:, 0]


def band_coefficient(cells):
    return np.mean(E_dense * np.exp(-1j * k_dense * cells * a)).real


terms = [-4 * (4 * j * a) ** 2 * band_coefficient(4 * j) for j in range(1, 6)]
assert abs(sum(terms) - results[4].sum()) < 2e-6
print(f"E_R at R = 4a: {band_coefficient(4):.4e} hartree")
print(f"N=4 residue: first Fourier term {terms[0]:.6f}, "
      f"all terms {sum(terms):.6f} e")


# Decay rate: branch point where the two lowest bands meet at complex k
def splitting_squared(kappa):
    H = hamiltonians(V4, np.array([np.pi / a + 1j * kappa]))[0]
    e = np.linalg.eigvals(H)
    e = e[np.argsort(e.real)][:2]
    return ((e[0] - e[1]) ** 2).real


kappa_branch = brentq(splitting_squared, 0.0, 0.8)
R1, R2 = 6 * a, 8 * a
rate = np.log(abs(band_coefficient(6) / band_coefficient(8))
              * (R1 / R2) ** 1.5) / (R2 - R1)
assert abs(rate / kappa_branch - 1) < 0.05
print(f"decay rate: branch point {kappa_branch:.4f}, "
      f"from E_R {rate:.4f} 1/bohr")
print(f"damping factor per added k-point: {np.exp(-kappa_branch * a):.4f}")


# Discretized Berry phase with finite ion displacements
def electron_centre(C):
    u = C[:, :, 0]
    following = np.roll(u, -1, axis=0)
    following[-1] = np.append(u[0, 1:], 0.0)     # u at k + 2 pi/a
    overlaps = np.sum(u.conj() * following, axis=1)
    return -a / (2 * np.pi) * np.angle(np.prod(overlaps))


def berry_charge(N, ion, delta=2e-3):
    centres = []
    for sign in (1, -1):
        tau = tau0.copy()
        tau[ion] += sign * delta
        centres.append(electron_centre(scf(mesh(N), tau)[2]))
    shift = (centres[0] - centres[1] + a / 2) % a - a / 2
    return ion_charge[ion] - 2 * shift / (2 * delta)


berry4 = np.array([berry_charge(4, 0), berry_charge(4, 1)])
assert abs(berry4.sum()) < 5e-5
print(f"Berry phase N=4: Z*_A {berry4[0]:.5f}, Z*_B {berry4[1]:.5f} e")
print(f"Berry phase N=4: |sum| = {abs(berry4.sum()):.1e} e")
b16, b32 = berry_charge(16, 0), berry_charge(32, 0)
b_limit = (4 * b32 - b16) / 3                    # error falls as 1/N^2
assert abs(b_limit - results[16][0]) < 1e-3
print(f"Berry phase Z*_A: N=16 {b16:.5f}, N=32 {b32:.5f}, "
      f"limit {b_limit:.5f} e")

# A truncated basis spoils the periodicity of E(k), even on a dense mesh
cut = {q: curvature_sum(potentials[16], mesh(48), keep=q) for q in (1, 2, m)}
assert abs(cut[1]) > 1e-5 and abs(cut[m]) < 1e-6
print(f"N=48 residue with 3 plane waves: {cut[1]:.2e} e")
print(f"N=48 residue with 5 plane waves: {cut[2]:.2e} e")

# ---------------- Model 2: tensor identity with nonlocal potentials ----------
cell = np.array([[4.0, 0.0], [1.1, 3.6]])        # rows are lattice vectors
recip = 2 * np.pi * np.linalg.inv(cell).T
area = abs(np.linalg.det(cell))
index = np.array([(i, j) for i in range(-3, 4) for j in range(-3, 4)])
G2 = index @ recip
dG = G2[:, None, :] - G2[None, :, :]
sites = np.array([[0.0, 0.0], [0.45, 0.3]]) @ cell
charge2 = np.array([3.0, 1.0])
local_depth = np.array([1.6, 0.8])               # hartree
nonlocal_strength = np.array([3.0, -2.0])        # hartree*bohr^2
sigma, s_nl, occ = 0.7, 0.8, 2


def model2(k):
    """Hamiltonian, its k-derivatives, its ion derivatives, and k + G."""
    q = k + G2
    f = np.exp(-0.5 * s_nl ** 2 * np.sum(q ** 2, axis=1))
    H = np.diag(0.5 * np.sum(q ** 2, axis=1)).astype(complex)
    dHk = [np.diag(q[:, al]).astype(complex) for al in range(2)]
    dHtau = []
    for ion in range(2):
        phase = np.exp(-1j * dG @ sites[ion])
        local = -local_depth[ion] * 2 * np.pi * sigma ** 2 / area \
            * np.exp(-0.5 * sigma ** 2 * np.sum(dG ** 2, axis=2))
        D = nonlocal_strength[ion] / area
        part = phase * (local + D * np.outer(f, f))
        H += part
        for al in range(2):
            df = -s_nl ** 2 * q[:, al] * f
            dHk[al] += phase * D * (np.outer(df, f) + np.outer(f, df))
        dHtau.append([-1j * dG[:, :, be] * part for be in range(2)])
    return H, dHk, dHtau, q


def mean_momentum_and_velocity(k):
    H, dHk, _, q = model2(k)
    c = np.linalg.eigh(H)[1][:, :occ]
    momentum = [np.sum(np.abs(c) ** 2 * q[:, be:be + 1]) for be in range(2)]
    velocity = [np.trace(c.conj().T @ dHk[be] @ c).real for be in range(2)]
    return np.array([momentum, velocity])


points = [np.array([(i + 0.26) / 2, (j + 0.42) / 2]) - 0.5
          for i in range(2) for j in range(2)]
k_points = [p @ recip for p in points]
Z2 = np.array([z * np.eye(2) for z in charge2])
slope = np.zeros((2, 2, 2))                      # [kind, alpha, beta]
h = 1e-3
for k in k_points:
    H, dHk, dHtau, _ = model2(k)
    E, C = np.linalg.eigh(H)
    v, c = C[:, :occ], C[:, occ:]
    denom = E[None, :occ] - E[occ:, None]
    for al in range(2):
        k_amp = c.conj().T @ dHk[al] @ v / denom
        for ion in range(2):
            for be in range(2):
                t_amp = c.conj().T @ dHtau[ion][be] @ v / denom
                Z2[ion, al, be] -= 2 / len(k_points) \
                    * 2 * np.sum(k_amp.conj() * t_amp).imag
        e = h * np.eye(2)[al]
        F = mean_momentum_and_velocity
        slope[:, al, :] += 2 / len(k_points) * (
            8 * (F(k + e) - F(k - e)) - (F(k + 2 * e) - F(k - 2 * e))) / (12 * h)
total = Z2.sum(axis=0)
assert np.max(np.abs(total - slope[0])) < 1e-5
assert np.max(np.abs(total)) > 1e-3
assert np.max(np.abs(slope[0] - slope[1])) > 1e-4
print("2D, 2x2 mesh, nonlocal potentials; order xx, xy, yx, yy")
for label, t in (("sum of Z* (e)", total), ("momentum slopes (a.u.)", slope[0]),
                 ("band curvatures (a.u.)", slope[1])):
    print(f"{label}: " + " ".join(f"{value:.5f}" for value in t.ravel()))

print("tests ok")
```

Printed output:

```
1D: a = 6.0 bohr, ions at 0.0, 2.4 bohr
depths 1.2, 0.6 hartree; width 0.7 bohr
ion charges 1, 1 e; coupling 0.5 hartree*bohr; 25 plane waves
response charges in e; curv = 2*mean d2E/dk2 (a.u.)
 N     Z*_A       Z*_B       sum        curv
 2  -2.834247   1.902970  -0.931277  -0.931277
 3  -1.290655   1.540307   0.249652   0.249652
 4  -1.741244   1.651842  -0.089402  -0.089402
 6  -1.634917   1.625806  -0.009111  -0.009111
 8  -1.624012   1.623113  -0.000899  -0.000899
12  -1.622828   1.622820  -0.000008  -0.000008
16  -1.622817   1.622817  -0.000000  -0.000000
band gap on the N=16 mesh: 0.2083 hartree
N=4 shifted by half a step: sum = 0.086153 e
N=4: k = -0.52360 1/bohr, d2E/dk2 =  -1.599397 a.u.
N=4: k = -0.26180 1/bohr, d2E/dk2 =   0.342802 a.u.
N=4: k =  0.00000 1/bohr, d2E/dk2 =   0.734988 a.u.
N=4: k =  0.26180 1/bohr, d2E/dk2 =   0.342802 a.u.
E_R at R = 4a: 3.8402e-05 hartree
N=4 residue: first Fourier term -0.088479, all terms -0.089402 e
decay rate: branch point 0.2035, from E_R 0.2045 1/bohr
damping factor per added k-point: 0.2950
Berry phase N=4: Z*_A -1.61979, Z*_B 1.61979 e
Berry phase N=4: |sum| = 7.6e-12 e
Berry phase Z*_A: N=16 -1.62287, N=32 -1.62283, limit -1.62282 e
N=48 residue with 3 plane waves: 1.39e-02 e
N=48 residue with 5 plane waves: 5.16e-02 e
2D, 2x2 mesh, nonlocal potentials; order xx, xy, yx, yy
sum of Z* (e): -0.31864 1.28076 1.30550 -2.55101
momentum slopes (a.u.): -0.31864 1.28076 1.30550 -2.55101
band curvatures (a.u.): -0.28891 1.23344 1.23344 -2.47593
tests ok
```
